# Regularized expectation of 1/r12³ for a product of hydrogenic 1s orbitals

## Problem

Two electrons in a spin singlet occupy the same hydrogenic 1s orbital of a fixed point nucleus of charge $Z$. In Hartree atomic units the spatial wave function is

$$
\Psi(\mathbf r_1,\mathbf r_2)=\varphi(r_1)\varphi(r_2),\qquad
\varphi(r)=\sqrt{\frac{Z^3}{\pi}}\,e^{-Zr}.
$$

The operator $1/r_{12}^3$, with $r_{12}=|\mathbf r_1-\mathbf r_2|$, has no finite expectation value in this state. Its regularized form $P(1/r_{12}^3)$ is defined by

$$
\left\langle P\!\left(\frac1{r_{12}^3}\right)\right\rangle
=\lim_{a\to0}\left[\left\langle\frac{\theta(r_{12}-a)}{r_{12}^3}\right\rangle
+4\pi(\gamma+\ln a)\,\langle\delta(\mathbf r_{12})\rangle\right].
$$

Here $\theta$ is the unit step function, $a$ is a cutoff radius whose numerical value in bohr enters the logarithm, and Euler's constant is

$$
\gamma=-\int_0^\infty e^{-x}\ln x\,dx .
$$

1. Reduce the cutoff expectation to a one-dimensional integral and identify its divergence.
2. Find the probability density of the vector $\mathbf r_{12}$ in closed form.
3. Evaluate $\langle P(1/r_{12}^3)\rangle$ and separate its $Z^3\ln Z$ part.
4. Find the leading error made by keeping $a$ small but finite.
5. Explain where the logarithm of $Z$ comes from, and how the expectation can be negative.
6. Confirm the result by a calculation in momentum space.
7. Work out the numbers for $Z=4$, and state the result in Å$^{-3}$.

## Solution

### 1. Reduction to one dimension

The operator does not act on spin, so the normalized singlet spin function contributes a factor of one. Let

$$
n(r)=\varphi(r)^2=\frac{Z^3}{\pi}e^{-2Zr}
$$

be the density of one electron. Substituting $\mathbf r_2=\mathbf r_1+\mathbf r$ at fixed $\mathbf r_1$ gives, for any function $f$ with a convergent expectation,

$$
\langle f(r_{12})\rangle=\int h(r)f(r)\,d^3r,\qquad
h(r)=\int n(r_1)\,n(|\mathbf r_1+\mathbf r|)\,d^3r_1 .
$$

The function $h$ is the probability density of the interelectronic vector. It depends on the length of $\mathbf r$ alone because $n$ is spherical. In particular, $\langle\delta(\mathbf r_{12})\rangle=h(0)$.

With $d^3r=4\pi r^2dr$, the cutoff expectation is

$$
B(a)=\left\langle\frac{\theta(r_{12}-a)}{r_{12}^3}\right\rangle
=4\pi\int_a^\infty\frac{h(r)}{r}\,dr .
$$

Since $h(0)=\int n^2\,d^3r_1$ is positive, the integrand behaves as $h(0)/r$ near the origin, and $B(a)$ grows as $-4\pi h(0)\ln a$. The term $4\pi h(0)\ln a$ in the definition removes this growth. What remains to be found is the finite part.

### 2. The density of the interelectronic vector

Put $s=|\mathbf r_1+\mathbf r|$, and let $\mu$ be the cosine of the angle between $\mathbf r_1$ and $\mathbf r$. Then

$$
s^2=r_1^2+r^2+2r_1r\mu,\qquad s\,ds=r_1r\,d\mu
$$

at fixed $r_1$. With $\phi$ the azimuth about $\mathbf r$, the volume element becomes

$$
d^3r_1=r_1^2\,dr_1\,d\mu\,d\phi=\frac{r_1s}{r}\,dr_1\,ds\,d\phi .
$$

The product of the two densities depends on $r_1+s$, which suggests the elliptic coordinates

$$
\xi=\frac{r_1+s}{r},\qquad \eta=\frac{r_1-s}{r}.
$$

The triangle inequalities give the ranges $1\le\xi<\infty$ and $-1\le\eta\le1$. Inverting, $r_1=r(\xi+\eta)/2$ and $s=r(\xi-\eta)/2$. Hence $r_1s=r^2(\xi^2-\eta^2)/4$, and the Jacobian is $dr_1\,ds=(r^2/2)\,d\xi\,d\eta$. Together,

$$
d^3r_1=\frac{r^3}{8}(\xi^2-\eta^2)\,d\xi\,d\eta\,d\phi .
$$

Define $x=2Zr$. The exponent is $2Z(r_1+s)=x\xi$, and the azimuthal integral gives $2\pi$. Therefore

$$
h(r)=\frac{Z^6}{\pi^2}\,\frac{2\pi r^3}{8}\int_1^\infty d\xi\,e^{-x\xi}\int_{-1}^{1}(\xi^2-\eta^2)\,d\eta .
$$

The inner integral is $2\xi^2-2/3$, so

$$
h(r)=\frac{Z^6r^3}{2\pi}\int_1^\infty e^{-x\xi}\left(\xi^2-\frac13\right)d\xi .
$$

Integration by parts supplies

$$
\int_1^\infty e^{-x\xi}d\xi=\frac{e^{-x}}{x},\qquad
\int_1^\infty \xi^2e^{-x\xi}d\xi=e^{-x}\left(\frac1x+\frac2{x^2}+\frac2{x^3}\right).
$$

The combination needed is

$$
e^{-x}\left(\frac{2}{3x}+\frac2{x^2}+\frac2{x^3}\right)
=\frac{2e^{-x}}{x^3}\left(1+x+\frac{x^2}{3}\right).
$$

Using $r^3=x^3/(8Z^3)$, the powers of $x$ outside the bracket cancel:

$$
h(r)=\frac{Z^3}{8\pi}\,e^{-x}\left(1+x+\frac{x^2}{3}\right),\qquad x=2Zr .
$$

At the origin $h(0)=Z^3/(8\pi)$. This agrees with the direct integral

$$
\int n^2\,d^3r_1=\frac{Z^6}{\pi^2}\,4\pi\int_0^\infty r_1^2e^{-4Zr_1}dr_1
=\frac{Z^6}{\pi^2}\,4\pi\,\frac{2}{(4Z)^3}=\frac{Z^3}{8\pi}.
$$

### 3. The regularized expectation

The measure $dr/r$ equals $dx/x$, and $4\pi\cdot Z^3/(8\pi)=Z^3/2$. With $\varepsilon=2Za$,

$$
B(a)=\frac{Z^3}{2}\int_\varepsilon^\infty e^{-x}\left(\frac1x+1+\frac x3\right)dx .
$$

The last two terms are regular and tend to $1+1/3=4/3$ as $\varepsilon\to0$. The first term is integrated by parts:

$$
\int_\varepsilon^\infty\frac{e^{-x}}{x}dx
=-e^{-\varepsilon}\ln\varepsilon+\int_\varepsilon^\infty e^{-x}\ln x\,dx
=-\ln\varepsilon-\gamma+o(1).
$$

The last equality uses $(1-e^{-\varepsilon})\ln\varepsilon\to0$ and the integral that defines $\gamma$. The cutoff expectation is thus

$$
B(a)=\frac{Z^3}{2}\left[\frac43-\gamma-\ln(2Za)\right]+o(1).
$$

The counterterm is $4\pi(\gamma+\ln a)h(0)=(Z^3/2)(\gamma+\ln a)$. In the sum, $\gamma$ cancels, and $-\ln(2Za)+\ln a=-\ln(2Z)$. The result is

$$
\boxed{\left\langle P\!\left(\frac1{r_{12}^3}\right)\right\rangle
=Z^3\left[\frac23-\frac12\ln(2Z)\right]}
$$

or, with the logarithm of $Z$ separated,

$$
\left\langle P\!\left(\frac1{r_{12}^3}\right)\right\rangle
=-\frac{Z^3}{2}\ln Z+\frac{Z^3}{2}\left(\frac43-\ln2\right).
$$

This holds for every $Z>0$ in the product state. A real two-electron ion is correlated, and there the formula has a narrower meaning. If lengths are measured in units of $1/Z$, the electron repulsion enters the nonrelativistic Hamiltonian with relative strength $1/Z$. The product state is therefore the leading approximation to the ground state at large $Z$.

The correction to $\langle P\rangle/Z^3$ then contains a part of order $1/Z$ and, through the changed contact density, a part of order $(\ln Z)/Z$. Both vanish at large $Z$. At $Z=2$, however, the product value of $\langle P\rangle/Z^3$ is only $-0.026$, because its two terms nearly cancel. Corrections of these orders need not be small beside such a number, so the product state does not establish even the sign for the correlated atom. The approach to the large-$Z$ limit is in fact slow. Correlated wave functions of Hylleraas type give about $+1.0$, $+0.2$ and $-7.6$ bohr$^{-3}$ for He, Li$^+$ and Be$^{2+}$, against product values of $-0.21$, $-6.2$ and $-23.9$, and the correction to $\langle P\rangle/Z^3$ is still about $0.2$ at $Z=10$.

### 4. Error of a finite cutoff

Let $S(a)=B(a)+4\pi(\gamma+\ln a)h(0)$ be the regularized quantity before the limit. Differentiation gives

$$
\frac{dS}{da}=-\frac{4\pi h(a)}{a}+\frac{4\pi h(0)}{a},
$$

and hence

$$
S(a)-S(0)=4\pi\int_0^a\frac{h(0)-h(r)}{r}\,dr,
$$

where $S(0)$ denotes the limit. Expanding the closed form of $h$ gives

$$
e^{-x}\left(1+x+\frac{x^2}{3}\right)=1-\frac{x^2}{6}+\frac{x^4}{24}+O(x^5).
$$

The linear coefficient is $1-1=0$. The quadratic one is $\frac12-1+\frac13=-\frac16$, the cubic one is $-\frac16+\frac12-\frac13=0$, and the quartic one is $\frac1{24}-\frac16+\frac16=\frac1{24}$. Therefore

$$
S(a)-S(0)=\frac{Z^3}{2}\left(\frac{\varepsilon^2}{12}-\frac{\varepsilon^4}{96}+\dots\right)
=\frac{Z^5a^2}{6}\left[1-\frac{(2Za)^2}{8}+\dots\right].
$$

The cutoff must be small compared with the atomic size $1/(2Z)$, not merely small compared with one bohr. The error starts at second order because $h$ has no linear term: the product wave function has no cusp at $r_{12}=0$.

### 5. Origin of the logarithm and of the negative sign

The factor $Z^3$ is what dimensional scaling gives for an inverse volume. The logarithm arises because the definition also contains a fixed length. To see this, let a subscript denote the nuclear charge. The closed form obeys $h_Z(r)=Z^3h_1(Zr)$, so the substitution $r'=Zr$ yields $B_Z(a)=Z^3B_1(Za)$. In the counterterm, write $\ln a=\ln(Za)-\ln Z$. Taking the limit then gives

$$
\langle P\rangle_Z=Z^3\left[\langle P\rangle_1-4\pi h_1(0)\ln Z\right].
$$

Since $h_1(0)=1/(8\pi)$, the coefficient of $Z^3\ln Z$ is $-1/2$. It is fixed by the probability density for the two electrons to meet, whereas the pure $Z^3$ term depends on the whole shape of $h$.

The fixed length can be displayed by replacing $\ln a$ in the definition by $\ln(a/\ell)$, with $\ell$ a reference length. The original definition has $\ell=1$ bohr. The replacement gives

$$
\langle P_\ell\rangle=\langle P\rangle-4\pi h(0)\ln\ell
=\frac{Z^3}{2}\left[\frac43-\ln(2Z\ell)\right],
$$

where $\ell$ is expressed in bohr inside the logarithms. If $\ell=1/(2Z)$, the logarithm vanishes and the value is $2Z^3/3$. The $\ln Z$ term thus compares the size of the atom with a length that does not follow the atom. In an energy formula, a change of $\ell$ must be compensated by a change in the coefficient of $\delta(\mathbf r_{12})$ if the total is to stay the same.

The sign is easiest to understand in a form without a cutoff. Choose a radius $R>a$ and split $B(a)$ there, subtracting and restoring $h(0)$ inside:

$$
B(a)=4\pi\int_a^R\frac{h(r)-h(0)}{r}dr+4\pi h(0)\ln\frac Ra
+4\pi\int_R^\infty\frac{h(r)}{r}dr .
$$

Adding the counterterm leaves the constant $4\pi h(0)(\ln R+\gamma)$, which vanishes for $R=e^{-\gamma}=0.561$ bohr. With this choice,

$$
\langle P\rangle=4\pi\int_0^R\frac{h(r)-h(0)}{r}dr+4\pi\int_R^\infty\frac{h(r)}{r}dr .
$$

The closed form of $h$ is a decreasing function of $x$, since

$$
\frac{d}{dx}\left[e^{-x}\left(1+x+\frac{x^2}{3}\right)\right]
=-\frac{x(1+x)}{3}e^{-x}<0\qquad(x>0).
$$

The inner integral is therefore negative and the outer one positive. Although $1/r^3$ is positive, its regularized form is not a positive operator, because an infinite positive contact contribution has been subtracted. In the variable $x$, both integrals carry the factor $Z^3/2$ and meet at $X=2ZR$. For a diffuse pair, at small $Z$, $X$ is small: apart from that factor the inner integral tends to zero and the outer one grows as $-\ln X$, so the value is positive. For a compact pair, at large $Z$, the outer integral decays exponentially and the inner one falls as $-\ln X$, so the value is negative. The weight $dr/r$ favors short distances, so the sign does not follow from where the pair is most likely found: at $Z=2$ the probability of $r_{12}>R$, obtained by integrating $4\pi r^2h(r)$, is still $0.84$, and the value is already negative. The change of sign occurs where $\ln(2Z)=4/3$, that is, at $Z=e^{4/3}/2=1.897$. This charge belongs to the product state and to the choice $\ell=1$ bohr, and it moves if $\ell$ is changed. For the correlated two-electron ions, with the same $\ell$, the sign changes between $Z=3$ and $Z=4$.

### 6. Confirmation in momentum space

The Fourier transform of the regularized operator is

$$
\widetilde P(q)=\lim_{a\to0}\left[\int_{r>a}\frac{e^{-i\mathbf q\cdot\mathbf r}}{r^3}d^3r+4\pi(\gamma+\ln a)\right].
$$

The angular average of the exponential is $\sin(qr)/(qr)$. With $t=qr$ and $\kappa=qa$, the integral becomes

$$
4\pi\int_\kappa^\infty\frac{\sin t}{t^2}dt
=4\pi\left[\frac{\sin\kappa}{\kappa}+\int_\kappa^\infty\frac{\cos t}{t}dt\right]
$$

after integration by parts. To evaluate the cosine integral, integrate $e^{iz}/z$ around the first quadrant, outside a small quarter circle of radius $\kappa$. The large arc contributes nothing in the limit of infinite radius, and the small arc contributes $-i\pi/2$ as $\kappa\to0$. Since no pole is enclosed,

$$
\int_\kappa^\infty\frac{e^{it}}{t}dt-\int_\kappa^\infty\frac{e^{-y}}{y}dy-\frac{i\pi}{2}\to0 .
$$

The real part shows that the cosine integral has the same limiting form as the exponential integral of section 3, namely $-\gamma-\ln\kappa$. Hence

$$
\widetilde P(q)=4\pi\left[1-\gamma-\ln(qa)+\gamma+\ln a\right]=4\pi(1-\ln q),
$$

with $q$ in inverse bohr. The constant $\gamma$ in the definition removes $\gamma$ from this transform.

The transform of the one-electron density follows from

$$
\int_0^\infty re^{-br}\sin(qr)\,dr=-\frac{d}{db}\frac{q}{b^2+q^2}=\frac{2bq}{(b^2+q^2)^2}.
$$

With $b=2Z$,

$$
F(q)=\frac{4\pi}{q}\int_0^\infty r\,n(r)\sin(qr)\,dr
=\frac{16Z^4}{(4Z^2+q^2)^2}=\left(1+\frac{q^2}{4Z^2}\right)^{-2}.
$$

Because $h$ is a convolution of two spherical densities, its transform is $F^2$. Using $d^3q/(2\pi)^3=q^2dq/(2\pi^2)$,

$$
\langle P\rangle=\int\frac{d^3q}{(2\pi)^3}F(q)^2\,\widetilde P(q)
=\frac2\pi\int_0^\infty\frac{q^2(1-\ln q)}{(1+q^2/4Z^2)^4}dq .
$$

Put $q=2Zu$:

$$
\langle P\rangle=\frac{16Z^3}{\pi}\int_0^\infty\frac{u^2\,[1-\ln(2Z)-\ln u]}{(1+u^2)^4}du .
$$

Both integrals follow from the beta function,

$$
J(p)=\int_0^\infty\frac{u^p\,du}{(1+u^2)^4}
=\frac{\Gamma\!\left(\frac{p+1}{2}\right)\Gamma\!\left(\frac{7-p}{2}\right)}{2\,\Gamma(4)} .
$$

At $p=2$ this is $J(2)=(\sqrt\pi/2)(3\sqrt\pi/4)/12=\pi/32$. Differentiation with respect to $p$ brings down $\ln u$. With $\psi=\Gamma'/\Gamma$ and $\psi(y+1)=\psi(y)+1/y$,

$$
\frac{J'(2)}{J(2)}=\frac12\left[\psi\!\left(\tfrac32\right)-\psi\!\left(\tfrac52\right)\right]
=-\frac12\cdot\frac23=-\frac13 .
$$

Thus

$$
\langle P\rangle=\frac{16Z^3}{\pi}\,\frac{\pi}{32}\left[1-\ln(2Z)+\frac13\right]
=\frac{Z^3}{2}\left[\frac43-\ln(2Z)\right],
$$

in agreement with section 3.

### 7. Numbers for $Z=4$

The contact density is $h(0)=64/(8\pi)=2.5465$ bohr$^{-3}$, so $4\pi h(0)=32$ bohr$^{-3}$. The cutoff integral and the counterterm, obtained by numerical quadrature from the orbital densities, are as follows. Except for $a$, which is in bohr, the entries are in bohr$^{-3}$.

| $a$ | $B(a)$ | counterterm | $S(a)$ |
|---|---|---|---|
| 0.1 | 32.945 | −55.212 | −22.267 |
| 0.01 | 105.036 | −128.895 | −23.858 |
| 0.001 | 178.702 | −202.577 | −23.875 |

Between the last two rows, $B$ grows by $73.67$, close to $32\ln10$, while the sum changes by only $0.017$. At $a=0.01$ bohr the excess over the limit is $0.01705$, against the leading estimate $Z^5a^2/6=0.01707$. At $a=0.1$ bohr the excess is $1.608$ and the leading estimate is $1.707$. There $2Za=0.8$ is not small, and higher terms of the expansion matter.

The closed result gives

$$
-32\ln4+32\left(\frac43-\ln2\right)=-44.361+20.486=-23.875\ \text{bohr}^{-3}.
$$

The subtracted form of section 5 splits the same value differently, into $-24.957$ from $r<R$ and $+1.082$ from $r>R$. At this charge the inner region dominates.

The logarithm is visible when $\langle P\rangle$ is divided by $Z^3$:

| $Z$ | $\langle P\rangle$ (bohr$^{-3}$) | $\langle P\rangle/Z^3$ |
|---|---|---|
| 1 | 0.3201 | 0.3201 |
| 2 | −0.2118 | −0.0265 |
| 4 | −23.875 | −0.3731 |
| 8 | −368.449 | −0.7196 |

Each doubling of $Z$ lowers the last column by $\tfrac12\ln2=0.3466$. A pure $Z^3$ law would leave it constant.

These numbers belong to the product state and are not properties of the real ions: for Be$^{2+}$ the correlated value is about one third of the $Z=4$ entry. For the conversion, 1 bohr is $0.529177$ Å. Keeping the bohr as the reference length,

$$
\langle P\rangle=\frac{-23.8755}{(0.529177)^3}\ \text{Å}^{-3}=-161.12\ \text{Å}^{-3}.
$$

If $a$ were instead inserted in ångström inside the logarithm, the reference length would become $\ell=1$ Å $=1/0.529177$ bohr. The expectation would shift by $-32\ln(1/0.529177)=-20.366$ bohr$^{-3}$, to $-44.241$ bohr$^{-3}$ or $-298.55$ Å$^{-3}$. This is the expectation of a different operator, not the same quantity in other units. A quoted value of $\langle P(1/r_{12}^3)\rangle$ therefore needs its reference length as well as its unit.

The numerical check compares the closed result with the cutoff definition, the subtracted form and the momentum integral for all four charges in the table.

## Numbers as computed

```
Worked example: Z = 4
<delta(r12)> = 2.546479 bohr^-3
h(0.1 bohr) by quadrature = 2.303670 bohr^-3
h(0.1 bohr) closed form   = 2.303670 bohr^-3
Cutoff table: a in bohr, other columns in bohr^-3
a, bare integral, counterterm, sum, sum-limit, Z^5 a^2/6
0.100 32.94473 -55.21182 -22.26709 1.608374 1.706667
0.010 105.03614 -128.89454 -23.85841 0.017053 0.017067
0.001 178.70198 -202.57727 -23.87529 0.000171 0.000171
Z table: expectation values in bohr^-3, last column <P>/Z^3
Z, definition, momentum integral, closed form, <P>/Z^3
1 0.320093 0.320093 0.320093 0.320093
2 -0.211844 -0.211844 -0.211844 -0.026481
4 -23.875463 -23.875463 -23.875463 -0.373054
8 -368.449379 -368.449380 -368.449380 -0.719628
Slope of <P>/Z^3 against ln Z = -0.500000
-4 pi <delta(r12)> at Z=1 = -0.500000 bohr^-3
Change of <P>/Z^3 from Z=4 to 8 = -0.346574
Z=4: Z^3 ln Z part = -44.361420 bohr^-3
Z=4: Z^3 part = 20.485957 bohr^-3
Subtraction radius R = 0.561459 bohr
Z=4: subtracted part r<R = -24.957113 bohr^-3
Z=4: part r>R = 1.081650 bohr^-3
Sign change at Z = 1.896834
Transform at q=1.7/bohr, a=0.001 bohr: 5.89830
4 pi (1 - ln q) at q=1.7/bohr: 5.89830
Z=4, reference length 1/(2Z): 42.666667 bohr^-3
1 bohr = 0.529177 angstrom
Z=4 result, bohr in logarithm = -161.1196 angstrom^-3
Z=4, angstrom in logarithm = -298.5550 angstrom^-3
The latter in atomic units = -44.241284 bohr^-3
Shift by changed reference = -20.365821 bohr^-3
```
